# Poisson Phonon Weights of Displaced Oscillators in Carrier Capture

A calculation of carrier capture at a deep level must settle early how to treat the lattice. One choice takes two numbers from the total-energy curves, a displacement and a frequency, and reads the vibrational weight from a Poisson distribution. The other also computes how the electronic coupling varies with the lattice coordinate, and uses a different weight. The theorem below says when the first choice is right. For the ten-phonon capture worked out later, the two weights differ by a factor of ten when the varying coupling vanishes at the initial minimum and the two couplings have the same mean square.

## Setting and assumptions

The lattice is described by one mass-weighted coordinate $Q$ with conjugate momentum $P$ and $[Q,P]=i\hbar$. If atom $j$ of mass $M_j$ moves by a distance $d_j$ along the mode, then $Q^2=\sum_j M_jd_j^2$, so no mass appears in the kinetic energy. The initial electronic state $i$ (carrier in the band, trap empty) and the final state $f$ (carrier trapped) have the vibrational Hamiltonians

$$H_i=\frac{P^2}{2}+\frac{\omega^2Q^2}{2}+\Delta E,\qquad H_f=\frac{P^2}{2}+\frac{\omega^2(Q-\Delta Q)^2}{2}.$$

Here $\Delta E$ is the height of the initial minimum above the final one, and the direction of $Q$ is chosen so that $\Delta Q>0$. The assumptions are:

1. **Equal frequencies.** Both wells are harmonic with the same $\omega$.
2. **Zero temperature.** The lattice starts in $|0_i\rangle$, the ground state of $H_i$.
3. **Condon approximation.** The electronic matrix element is a constant $V_0$, independent of $Q$.

The Huang-Rhys factor is

$$S=\frac{\omega\,\Delta Q^2}{2\hbar}.$$

Its meaning follows from placing the lattice at the initial minimum, $Q=0$, on the final curve. The potential energy there, measured from the final minimum, is $\omega^2\Delta Q^2/2=S\hbar\omega$. Thus $S$ is the relaxation energy counted in phonons.

To first order in the coupling, the golden rule gives the rate

$$W=\frac{2\pi}{\hbar}|V_0|^2\sum_n P_n\,\delta(\Delta E-n\hbar\omega),\qquad P_n=|\langle n_f|0_i\rangle|^2 .$$

The zero-point energies have cancelled in the delta function because the frequencies are equal. The quantity $P_n$ is the vibrational weight of the final state with $n$ phonons.

## The theorem

**Theorem.** Under assumptions 1 to 3,

$$P_n=e^{-S}\frac{S^n}{n!},\qquad n=0,1,2,\dots,$$

and the mean and the variance of $n$ both equal $S$.

The proof compares the ladder operators of the two wells.

**Lemma 1.** Let $a$ and $b$ be the lowering operators of the initial and the final well. Then $b=a-\sqrt S$.

*Proof.* By definition,

$$a=\sqrt{\frac{\omega}{2\hbar}}\,Q+\frac{iP}{\sqrt{2\hbar\omega}},\qquad b=\sqrt{\frac{\omega}{2\hbar}}\,(Q-\Delta Q)+\frac{iP}{\sqrt{2\hbar\omega}} .$$

The momentum terms are identical because both wells have the same frequency. Subtraction leaves $b-a=-\sqrt{\omega/2\hbar}\,\Delta Q$, and the square of the right-hand side is $\omega\Delta Q^2/2\hbar=S$. Since $\Delta Q>0$, the difference is $-\sqrt S$. ∎

With unequal frequencies the momentum terms would not cancel, and $b$ would contain $a^\dagger$ as well as $a$. This is where assumption 1 enters.

**Lemma 2.** The amplitudes $c_n=\langle n_f|0_i\rangle$ obey

$$\sqrt{n+1}\;c_{n+1}=-\sqrt S\;c_n .$$

*Proof.* The ground state satisfies $a|0_i\rangle=0$, so Lemma 1 gives

$$b|0_i\rangle=-\sqrt S\,|0_i\rangle .$$

Project this on $\langle n_f|$. With the standard phases $b^\dagger|n_f\rangle=\sqrt{n+1}\,|(n+1)_f\rangle$, the adjoint relation is $\langle n_f|b=\sqrt{n+1}\,\langle (n+1)_f|$. The left side becomes $\sqrt{n+1}\,c_{n+1}$ and the right side $-\sqrt S\,c_n$. ∎

**Proof of the theorem.** Applying Lemma 2 $n$ times, starting from $c_0$, collects a factor $-\sqrt S$ and a factor $1/\sqrt k$ at each step $k=1,\dots,n$:

$$c_n=\frac{(-\sqrt S)^n}{\sqrt{n!}}\,c_0,\qquad P_n=\frac{S^n}{n!}\,|c_0|^2 .$$

The states $|n_f\rangle$ are complete and $|0_i\rangle$ is normalized, so the weights sum to one:

$$1=\sum_{n=0}^\infty P_n=|c_0|^2\sum_{n=0}^\infty\frac{S^n}{n!}=|c_0|^2e^{S}.$$

Hence $|c_0|^2=e^{-S}$, which is the stated law. For the mean, the factor $n$ cancels one factor of $n!$:

$$\langle n\rangle=e^{-S}\sum_{n\ge1}\frac{S^n}{(n-1)!}=S\,e^{-S}\sum_{k\ge0}\frac{S^k}{k!}=S .$$

In the same way $\langle n(n-1)\rangle=S^2$. The variance is therefore $\langle n(n-1)\rangle+\langle n\rangle-\langle n\rangle^2=S^2+S-S^2=S$. ∎

**Remark on the zero-phonon weight.** The value of $c_0$ also follows from the two Gaussian ground states. Their product contains the exponent

$$-\frac{\omega}{2\hbar}\left[Q^2+(Q-\Delta Q)^2\right]=-\frac{\omega}{\hbar}\left(Q-\frac{\Delta Q}{2}\right)^2-\frac{\omega\Delta Q^2}{4\hbar}.$$

The first term integrates to one with the normalization $\sqrt{\omega/\pi\hbar}$. The second gives $c_0=e^{-S/2}$, in agreement with completeness.

**Remark on what is distributed.** The theorem describes a set of weights, and the experiment decides how they are sampled. In an optical transition the photon takes up the energy $\Delta E-n\hbar\omega$, so many values of $n$ can contribute, as separate lines if the mode is sharp. Their strengths follow $P_n$ once the factors that depend on photon energy are divided out. In nonradiative capture no photon balances the energy, and the delta function selects $n=\Delta E/\hbar\omega$. Capture at a given level then depends on one member of the distribution. A single sharp mode gives a rate that is either zero or infinite; in a crystal the spread of phonon energies smooths the delta function. Averaging it over one phonon spacing replaces it by $1/\hbar\omega$.

## Weak and strong coupling

For $S\ll1$, expansion to first order gives $P_0\approx1-S$ and $P_1\approx S$. The lattice is mostly left without phonons.

For larger $S$, the ratio $P_{n+1}/P_n=S/(n+1)$ shows that the weights rise while $n+1<S$ and fall once $n+1>S$. The maximum lies at the integer part of $S$, with two equal maxima if $S$ is a positive integer.

For $S\gg1$, write $n=S+\delta$ and use Stirling's formula, $\ln n!\approx n\ln n-n+\tfrac12\ln(2\pi n)$. Then

$$\ln P_n\approx -S+n-n\ln\frac nS-\tfrac12\ln(2\pi n).$$

The logarithm expands as

$$n\ln\frac nS=(S+\delta)\left(\frac{\delta}{S}-\frac{\delta^2}{2S^2}+\dots\right)=\delta+\frac{\delta^2}{2S}+O\!\left(\frac{\delta^3}{S^2}\right).$$

Since $-S+n=\delta$, the linear terms cancel and

$$P_n\approx\frac{1}{\sqrt{2\pi S}}\,e^{-(n-S)^2/2S}.$$

This has a classical reading. The energy difference between the two curves changes with $Q$ at the constant rate $\omega^2\Delta Q$. The zero-point spread of $Q$ is $\sqrt{\hbar/2\omega}$. Their product is $\hbar\omega\sqrt S$, which is the width of the Gaussian in energy. The approximation requires $|\delta|^3\ll S^2$ as well as large $S$, so it describes the centre of the distribution and not its far tail.

In the tail the weight is sensitive to the displacement. From $\ln P_n=-S+n\ln S-\ln n!$ and $S\propto\Delta Q^2$ at fixed $\omega$,

$$\frac{d\ln P_n}{d\ln\Delta Q}=2S\left(\frac nS-1\right)=2(n-S).$$

A relative error in $\Delta Q$ is multiplied by $2(n-S)$ in the weight, to first order.

## Several modes

**Proposition 1.** Let every mode start in its ground state and let the electronic coupling be constant. Let both Hamiltonians separate in the same modes $k$, each with equal initial and final frequency and Huang-Rhys factor $S_k$. If all modes have the same frequency, the total phonon number is Poisson distributed with $S=\sum_kS_k$.

*Proof.* For two modes the overlaps factorize, and the weight of total number $N$ is

$$\sum_{m=0}^{N}e^{-S_1}\frac{S_1^m}{m!}\,e^{-S_2}\frac{S_2^{N-m}}{(N-m)!}
=\frac{e^{-(S_1+S_2)}}{N!}\sum_{m=0}^N\binom Nm S_1^mS_2^{N-m}.$$

The last sum is $(S_1+S_2)^N$ by the binomial theorem. Further modes are added one at a time. ∎

If the mode frequencies differ from one another, each mode keeps its own Poisson law, but the released energy $\sum_kn_k\hbar\omega_k$ no longer lies on one ladder. Since the modes are independent, its mean is $\sum_kS_k\hbar\omega_k$, the total relaxation energy, and its variance is $\sum_kS_k(\hbar\omega_k)^2$.

## Coupling that is linear in the coordinate

Assumption 3 needs care for capture. Suppose the two electronic states are eigenstates, with different energies, of the same electronic Hamiltonian $h(Q)$ taken at $Q=0$. They are orthogonal, so $\langle f|h(0)|i\rangle=0$ and the constant term vanishes. If the states are then held fixed as the lattice moves, the leading coupling is $V_1Q$ with $V_1=\langle f|\partial h/\partial Q|i\rangle$, and $Q$ is measured from the initial minimum.

**Proposition 2.** Under assumptions 1 and 2, with coupling $V_1Q$, the vibrational weights normalized to unit sum are

$$L_n=\frac{(n-S)^2}{S}\,P_n .$$

*Proof.* Adding $a$ and $a^\dagger$ gives $Q=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$, and Lemma 1 gives $a+a^\dagger=b+b^\dagger+2\sqrt S$. The three terms contribute as follows.

- From Lemma 2, $\langle n_f|b|0_i\rangle=-\sqrt S\,c_n$.
- For $n\ge1$, $\langle n_f|b^\dagger|0_i\rangle=\sqrt n\,c_{n-1}$. Lemma 2 also gives $c_{n-1}=-\sqrt{n/S}\,c_n$, so this term is $-n\,c_n/\sqrt S$. It is zero for $n=0$, as it should be.
- The constant gives $2\sqrt S\,c_n$.

Their sum is

$$\langle n_f|Q|0_i\rangle=\sqrt{\frac{\hbar}{2\omega}}\;\frac{S-n}{\sqrt S}\;c_n .$$

The squared modulus is $(\hbar/2\omega)(n-S)^2P_n/S$. The variance of the Poisson law is $S$, so these weights sum to $\hbar/2\omega$. Division by this sum gives $L_n$. ∎

The result has a direct interpretation. Since $a|0_i\rangle=0$, the coupling turns $|0_i\rangle$ into $\sqrt{\hbar/2\omega}\,|1_i\rangle$. Hence $L_n=|\langle n_f|1_i\rangle|^2$: the electronic step first puts one phonon into the initial well. The weight is small near $n=S$ and enhanced in the tails, where $|n-S|>\sqrt S$.

If a constant coupling is also present, the amplitude is

$$c_n\left[V_0+V_1\sqrt{\frac{\hbar}{2\omega}}\,\frac{S-n}{\sqrt S}\right].$$

The two terms interfere. The Poisson weight is adequate for a given $n$ when the second term is much smaller than the first in magnitude. A coupling that looks constant near $n=S$ can fail this condition for a deep level.

## Finite temperature

**Proposition 3.** Keep assumptions 1 and 3, and let the initial phonon number $m$ have a thermal distribution with mean $\bar n=1/(e^{\hbar\omega/k_BT}-1)$. The net number of phonons emitted, $p=n-m$, has mean $S$ and variance $S(2\bar n+1)$.

*Proof.* Lemma 1 gives

$$b^\dagger b=(a^\dagger-\sqrt S)(a-\sqrt S)=a^\dagger a-\sqrt S\,(a+a^\dagger)+S .$$

Acting on $|m_i\rangle$,

$$(b^\dagger b-m)|m_i\rangle=S|m_i\rangle-\sqrt{Sm}\,|(m-1)_i\rangle-\sqrt{S(m+1)}\,|(m+1)_i\rangle .$$

The projection on $\langle m_i|$ is the mean, $S$. The squared norm is the second moment, $S^2+Sm+S(m+1)$. The variance for given $m$ is therefore $S(2m+1)$. The mean does not depend on $m$, so the thermal average adds no further variance and gives $S(2\bar n+1)$. ∎

For $T>0$ and $S>0$ the variance exceeds the mean, so the law is no longer Poisson. The zero-temperature result needs $\bar n\ll1$, and in the tail even a small population of excited states can matter.

## A deep trap in germanium

Consider a model electron trap 0.30 eV below the conduction band of germanium. Four neighbours of mass 72.6 amu each move by 0.06 Å on capture, and the effective phonon energy is 30 meV. The displacement is

$$\Delta Q=\sqrt{4\times72.6}\times0.06=1.0225\ \mathrm{amu^{1/2}\,Å}.$$

In these units $\hbar^2/(\mathrm{amu\,Å^2})=4.1802$ meV. Multiplying numerator and denominator of $S$ by $\hbar$ gives

$$S=\frac{\hbar\omega\,\Delta Q^2}{2\hbar^2}=\frac{30\times1.0225^2}{2\times4.1802}=3.75 .$$

The relaxation energy is $3.75\times30\approx113$ meV. Capture must dispose of 300 meV, so $n=300/30=10$. The Poisson weight is

$$P_{10}=e^{-3.7514}\,\frac{3.7514^{10}}{10!}=0.0036,$$

whereas the most probable number, $n=3$, has weight 0.21. The Gaussian form should not be used here: $\delta\approx6.25$ gives $\delta^3\approx244$, against $S^2\approx14$.

The law was tested by diagonalizing both wells on a coordinate grid and overlapping the eigenvectors. The grid and formula weights listed in the numerical output agree to all six printed decimals. With the phonon energy held at 30 meV and displacements of 0.4 and 1.8 amu$^{1/2}$ Å, the largest absolute difference in any weight was $5\times10^{-15}$.

**Linear coupling.** The weight becomes $L_{10}=0.037$. The ratio to $P_{10}$ is $(10-3.75)^2/3.75\approx10.4$. This compares couplings with equal mean square in the initial ground state, $V_0^2=V_1^2\hbar/2\omega$. The ratio also depends on the geometry at which the electronic states are taken. If they are taken at the final minimum, the coupling is $V_1(Q-\Delta Q)$, the factor $(S-n)/\sqrt S$ in the amplitude becomes $-(n+S)/\sqrt S$, and the mean square is $(1+4S)\,V_1^2\hbar/2\omega$. The ratio at equal mean square is then $(n+S)^2/[S(1+4S)]\approx3.1$. The distribution $L_n$ has two peaks, at $n=1$ and $n=7$, and falls to 0.003 at $n=4$, the integer nearest the zero at $n=S$.

**Temperature.** With constant coupling, the ten-phonon weight rises by 4% at 77 K and by a factor of 3.2 at 300 K. At 77 K, $\bar n=0.011$, and the rise comes mainly from the first excited state. The thermal populations are $\bar n^m/(1+\bar n)^{m+1}$, or 0.989 for $m=0$ and 0.0108 for $m=1$. From $m=1$, a net emission of ten phonons ends at $n=11$, with weight $L_{11}=0.0171$. The two contributions add to $0.989\times0.00357+0.0108\times0.0171=0.00372$, the printed value to this accuracy.

**Displacement.** At fixed frequency, a displacement larger by 10% raises $S$ to 4.54 and the weight by a factor of 3.1. This is $1.21^{10}e^{-0.21S}$, so a modest error in the relaxed geometry matters as much as heating the lattice to room temperature at a fixed number of emitted phonons.

**Unequal frequencies.** Lower the initial phonon energy to 27 meV, keep the final one at 30 meV, and hold the energy between the two lowest vibrational levels at 300 meV. The weight rises by a factor of 1.44. The mean stays near 3.75, but the variance grows to 4.17, so the law is not Poisson. Most of the growth comes from the wider initial packet: $\langle Q^2\rangle$ increases by $30/27$, and $3.75\times30/27\approx4.17$.

**Spread of phonon energies.** Divide the same relaxation energy equally between modes of 16 and 34 meV. The weight within 15 meV of the level depth is 0.0017, against 0.0036 for the single mode. The released energies are discrete, so this value depends on the window: a half-width of 21 meV, with the result scaled back to the same width, gives 0.0029, while the single mode treated the same way gives 0.0026. Broadening both spectra with the same Gaussian of standard deviation 12 to 15 meV puts the two-mode weight at about 0.6 of the single-mode one. The standard deviation of the released energy falls from 58 to 53 meV. This comparison also lowers the phonon energy averaged over relaxation energy from 30 to 25 meV, so it does not isolate the effect of splitting the mode.

## The model beside real germanium

The phonon energy is plausible for germanium, whose optical phonons reach roughly 37 meV, and the level lies well inside a gap of roughly 0.7 eV. The neighbour motion is a few per cent of a bond length, a moderate relaxation; it does not represent a particular defect. Of the changes tried here, replacing the constant coupling by a linear one of equal mean square that vanishes at the initial minimum moves the weight most, by a factor of ten; with the zero at the final minimum the factor is about three. For a carrier at the band edge, the thermal phonon population moves the weight by about three at room temperature and by 4% at 77 K. At a fixed net phonon number, the factors for linear coupling and for temperature multiply exactly when $V_1$ is held fixed. Taking $H_f-H_i$ between $\langle n_f|$ and $|m_i\rangle$ gives $\omega^2\Delta Q\,\langle n_f|Q|m_i\rangle=\hbar\omega\,(S-p)\,\langle n_f|m_i\rangle$ with $p=n-m$, so the ratio of the two weights depends only on $p$. Other factors need not combine in this way. With the displacement 10% larger, for instance, the ratio of linear to constant coupling is 6.6 instead of 10.4. A carrier that brings 30 meV of kinetic energy needs eleven phonons, and its zero-temperature Poisson weight drops to 0.0012. The thermal motion of the carriers therefore works against the phonon population. Averaged over a nondegenerate distribution in a parabolic band, with constant coupling and the weight interpolated between whole phonon numbers, the factor relative to $P_{10}$ is about 1.5 at 300 K and about 0.76 at 77 K. Anharmonicity was not sized, and the absolute electronic coupling was not computed, so these weights compare treatments of the lattice and do not give a capture rate.

For a deep level reached far in the tail, a Poisson estimate is therefore justified when both wells are harmonic, their frequencies are close enough that the difference hardly changes the weight at the required $n$, one phonon energy represents the modes that relax, the coupling is shown to be nearly constant at the required $n$, the temperature is low enough that the thermal correction at that $n$ is small, and $\Delta Q$ is known well enough for the factor $2(n-S)$. If the coupling is proportional to the displacement from the initial minimum, with no constant term, and the other assumptions hold, $L_n$ is the weight to use.

## Computed results

```
Germanium mass used: 72.6 amu
Moving neighbours: 4, each by 0.06 angstrom
Phonon energy: 30.0 meV
Level depth: 300.0 meV
hbar^2/(amu angstrom^2): 4.1802 meV
Displacement dQ: 1.0225 amu^1/2 angstrom
Zero-point rms of Q: 0.2639 amu^1/2 angstrom
Huang-Rhys factor S: 3.7514
Relaxation energy from grid: 112.54 meV
Phonons needed for capture: 10
n, P_n grid, P_n formula, L_n linear coupling (no units)
 0  0.023484  0.023484  0.088099
 1  0.088099  0.088099  0.177783
 2  0.165248  0.165248  0.135123
 3  0.206640  0.206640  0.031103
 4  0.193799  0.193799  0.003192
 5  0.145405  0.145405  0.060423
 6  0.090913  0.090913  0.122529
 7  0.048722  0.048722  0.137060
 8  0.022847  0.022847  0.109931
 9  0.009523  0.009523  0.069931
10  0.003573  0.003573  0.037183
11  0.001218  0.001218  0.017065
12  0.000381  0.000381  0.006908
Mean phonon number from grid: 3.7514
Variance from grid: 3.7514
Largest error at other displacements: 4.7e-15
Linear/constant weight ratio at capture: 10.41
77 K: Bose occupation 0.0110
77 K: net phonon mean 3.7514, variance 3.8339
77 K: capture weight 0.003722, ratio to 0 K 1.042
300 K: Bose occupation 0.4563
300 K: net phonon mean 3.7514, variance 7.1753
300 K: capture weight 0.011372, ratio to 0 K 3.183
Softer initial well: 27.0 meV
Softer well: mean 3.7542, variance 4.1738
Softer well: capture weight 0.005153, ratio 1.442
dQ larger by 10%: S 4.5392, weight 0.010932, ratio 3.060
Two modes: 16 and 34 meV
Two modes: S values 3.5170 and 1.6550
Two modes: released energy mean 112.54 meV, sd 53.04 meV
One mode: released energy sd 58.11 meV
Two modes: weight within 15 meV of depth 0.001732, ratio 0.485
```
